# The Curie–Weiss temperature is not an ordering temperature

## Three magnets with one transition temperature

Place Ising spins $\sigma_i=\pm1$ on a square lattice with nearest-neighbour energy

$$H=\sum_{\text{horizontal}}J_x\sigma_i\sigma_j+\sum_{\text{vertical}}J_y\sigma_i\sigma_j .$$

A positive coupling is antiferromagnetic. Start from the ferromagnet, $J_x=J_y=-|J|$, and rename the spins in every second row: $\sigma_i\to-\sigma_i$. Products within a row do not change; products between neighbouring rows change sign. The ferromagnet has become a magnet with $J_x=-|J|$, $J_y=+|J|$. Renaming every second column as well gives $J_x=J_y=+|J|$.

The partition function in zero field sums over all spin configurations, so renaming cannot alter it (with periodic boundaries the numbers of rows and columns must be even for the renaming to be consistent). The three magnets have the same free energy at every temperature, and hence the same transition temperature $T_c$.

Now take their susceptibilities. With $M=\sum_i\sigma_i$ and $\langle M\rangle=0$ in zero field, $\chi$ is proportional to $\langle M^2\rangle/T$. Let $\langle\cdots\rangle_0$ be the average over all configurations with equal weight, and $\beta=1/k_BT$. Since $\langle H\rangle_0=0$, to first order in $\beta$

$$\langle M^2\rangle=\langle M^2\rangle_0-\beta\langle M^2H\rangle_0 .$$

Here $M^2=N+2\sum_{i<j}\sigma_i\sigma_j$. A product $\sigma_i\sigma_j$ has a nonzero average with $H$ only through its own bond, so $\langle M^2H\rangle_0=2\sum_{i<j}J_{ij}=N(2J_x+2J_y)$. Therefore

$$\frac{\langle M^2\rangle}{N}=1+\frac{\theta}{T}+\dots,\qquad \theta=-\frac{2J_x+2J_y}{k_B}.$$

This is the high-temperature form of the Curie–Weiss law $\chi=C/(T-\theta)$. For $|J|/k_B=100$ K:

| $J_x/k_B$, $J_y/k_B$ (K) | $\theta$ (K) | $T_c$ (K) |
|---|---|---|
| −100, −100 | 400 | 226.9 |
| −100, +100 | 0 | 226.9 |
| +100, +100 | −400 | 226.9 |

The field explains the difference. It couples to the uniform sum $M$, which renaming does not preserve. The order in the second magnet alternates from row to row, and in the third from site to site.

The value of $T_c$ follows from duality. Let $K=|J|/k_BT$ and take the ferromagnet. Writing each bond factor as $\cosh K\,(1+\sigma_i\sigma_j\tanh K)$ and summing over spins leaves closed graphs, each of length $l$ weighted by $(\tanh K)^l$. Alternatively, a configuration can be described by the closed walls between up and down regions, weighted by $e^{-2Kl}$. Up to boundary effects the two families of graphs are the same, because the walls also live on a square lattice. If $\tanh K^*=e^{-2K}$, the free energies per site at $K$ and $K^*$ thus differ by a smooth function, and a singularity at one implies a singularity at the other. Assuming a single transition, it lies at $K=K^*$. With $t=\tanh K$ and $e^{-2K}=(1-t)/(1+t)$,

$$t^2+2t-1=0,\quad t=\sqrt2-1=e^{-2K},\quad T_c=\frac{2|J|}{k_B\ln(1+\sqrt2)} .$$

The numerical check also estimates $T_c$ from the correlation lengths of strips 6 and 8 spins wide. It finds 227.5 K for all three sign patterns, 0.25% above the exact value.

Mean-field theory shows when $\theta$ coincides with an approximate ordering temperature. The self-consistent moments obey $m_i=\tanh(-\sum_jJ_{ij}m_j/k_BT)$. For small moments this becomes $k_BT\,m_i=-\sum_jJ_{ij}m_j$, so order sets in at the largest eigenvalue of the matrix $-J_{ij}/k_B$. That is 400 K for all three magnets. The eigenvalue of the uniform mode is $\theta$. The two agree when the uniform mode is the leading one, as in the ferromagnet. Even there the mean-field value lies well above the exact 226.9 K.

## The general statement

Consider $N$ quantum spins $S$ with a common $g$ factor, and

$$H=\sum_{i<j}J_{ij}\,\mathbf S_i\cdot\mathbf S_j .$$

There is no single-ion anisotropy, the couplings have finite range, and the applied field is weak. Define

$$s=\frac{S(S+1)}3,\qquad j_i=\sum_jJ_{ij},\qquad Q=\frac1N\sum_i\sum_jJ_{ij}^2,$$

and let a bar denote an average over sites. Then the molar susceptibility satisfies

$$\frac C\chi=T-\theta+\frac aT+O(T^{-2}),\qquad C=\frac{\mu_0N_Ag^2\mu_B^2\,s}{k_B},$$

$$\theta=-\frac{s\,\bar j}{k_B},\qquad a=\frac{s(s+\tfrac14)\,Q-s^2\left(\overline{j^2}-\bar j^{\,2}\right)}{k_B^2}.$$

The coefficient $\theta$ is exact, but it contains the couplings only through their signed sum.

## Proof

**Susceptibility.** Let $M=\sum_iS_i^z$. It commutes with $H$, so in a field $B$ the partition function is $\mathrm{Tr}\,e^{-\beta H}e^{\beta g\mu_BBM}$. Differentiating its logarithm twice at $B=0$ gives

$$\chi=\frac{\mu_0N_Ag^2\mu_B^2}{k_BT}\frac{\langle M^2\rangle}{N},\qquad\text{so}\qquad R\equiv\frac{\chi T}{C}=\frac{\langle M^2\rangle}{Ns}.$$

Now let $\langle\cdots\rangle_0$ be the normalized trace. Rotational symmetry gives $\langle S^aS^b\rangle_0=s\,\delta_{ab}$, and a single spin component has zero trace, so $\langle H\rangle_0=0$. Expanding numerator and denominator,

$$\langle M^2\rangle=\langle M^2\rangle_0-\beta\langle M^2H\rangle_0+\frac{\beta^2}{2}\left[\langle M^2H^2\rangle_0-\langle M^2\rangle_0\langle H^2\rangle_0\right]+\dots$$

**First order.** Write $M^2=\sum_k(S_k^z)^2+\sum_{k\ne l}S_k^zS_l^z$. A single-site term leaves at least one unpaired spin of each bond and vanishes. A pair term requires its own bond, with $\langle S_k^zS_l^z\,\mathbf S_k\cdot\mathbf S_l\rangle_0=s^2$. Hence $\langle M^2H\rangle_0=s^2\sum_{k\neq l}J_{kl}=Ns^2\bar j$. Division by $Ns$ gives $-\beta s\bar j=\theta/T$.

**Second order, single-site terms.** Two different bonds have at least two endpoints that they do not share. At most one of these is site $k$; another is unpaired, and the trace vanishes. For a repeated bond $kl$, averaging $(\mathbf S_k\cdot\mathbf S_l)^2$ over spin $l$ gives $s\,\mathbf S_k^2=3s^2$, a number. The average therefore factorizes, and these terms cancel against $\langle M^2\rangle_0\langle H^2\rangle_0$.

**Second order, two different bonds.** The pair $S_k^zS_l^z$ needs a path $k$–$m$–$l$. Its trace is $s^3$, one factor $s$ per site, and the two bonds occur in two orders in $H^2$. Including the prefactor $\tfrac12$, the contribution is

$$s^3\sum_{k\ne l}\sum_mJ_{km}J_{ml}=Ns^3\left(\overline{j^2}-Q\right).$$

The unrestricted sum gives $\overline{j^2}$, and removing $k=l$ subtracts $Q$.

**Second order, repeated bond.** Here $\langle S^zS^aS^b\rangle_0$ is needed. The part symmetric in $a,b$ is the trace of a product of two Hermitian operators, hence real. Time reversal flips all three spin components and so reverses its sign; it is zero. The commutator supplies the rest: $S^aS^b-S^bS^a=i\sum_c\epsilon_{abc}S^c$, so $\langle S^zS^aS^b\rangle_0=\tfrac i2\epsilon_{abz}s$. For the two sites together,

$$\langle S_k^zS_l^z(\mathbf S_k\cdot\mathbf S_l)^2\rangle_0=\sum_{ab}\left(\tfrac i2\epsilon_{abz}s\right)^2=-\tfrac12s^2 .$$

With the prefactor $\tfrac12$, the sum over pairs is $-\tfrac14Ns^2Q$.

**Inversion.** Dividing the second-order terms by $Ns$,

$$R=1+\frac\theta T+\frac c{T^2}+\dots,\qquad k_B^2c=s^2\,\overline{j^2}-s\left(s+\tfrac14\right)Q .$$

Since $1/R=1-\theta/T+(\theta^2-c)/T^2+\dots$ and $C/\chi=T/R$, it follows that $a=\theta^2-c$, which is the stated expression. $\square$

The proof also shows where its conditions enter. Single-ion anisotropy would spoil the vanishing of the single-site terms at first order for a given field direction (these first-order shifts cancel in a powder average, because $\sum_a(S^a)^2$ is a constant), and unequal $g$ factors would weight the pair terms differently. Unequal $g$ factors on coupled sites also make the magnetic moment fail to commute with $H$, and so does uniaxial anisotropy unless the field lies along its axis. Where the moment does not commute with $H$, the susceptibility is no longer simply proportional to $\langle M^2\rangle/T$, and the second-order coefficient acquires an extra term.

## What a straight-line fit measures

Let $y=C/\chi$. The tangent to $y$ at temperature $T$ has slope $y'=1-a/T^2$ to this order. Its intercept with the temperature axis is

$$\theta_{\rm app}=T-\frac y{y'}=T-\left(T-\theta+\frac aT\right)\left(1+\frac a{T^2}\right)+\dots=\theta-\frac{2a}T+O(T^{-2}).$$

The two equal contributions come from the height of the curve and from its slope. The apparent Curie constant is $C/y'\approx C(1+a/T^2)$. If $C$ is known and held fixed, only the height matters, and $T-C/\chi=\theta-a/T$ has half the leading bias.

When all sites have the same $j_i$, the subtracted variance in $a$ vanishes and $a>0$. The leading bias is then towards negative $\theta$, whatever the signs of the couplings. Inequivalent sites can reverse this. Take a spin-½ star with one centre coupled to eight outer spins by $J/k_B=100$ K. Then $\bar j=Q/J=\tfrac{16}9J$ and $\overline{j^2}=8J^2$. With $s=\tfrac14$, this gives $\theta=-44.4$ K and $a=-802.5$ K².

## Rings that cannot order

Take rings of 12 spins ½ with $g=2$, nearest-neighbour coupling $J_1$ and second-neighbour coupling $J_2$. The partition function of a ring is a finite sum of exponentials, positive and analytic for $T>0$, so there is no phase transition at any positive temperature. All sites are equivalent, and $s=\tfrac14$ gives

$$\theta=-\frac{J_1+J_2}{2k_B},\qquad a=\frac{J_1^2+J_2^2}{4k_B^2}.$$

- AF ring, $J_1/k_B=100$ K, $J_2=0$: $\theta=-50$ K, $a=2500$ K².
- F ring, $J_1/k_B=-100$ K, $J_2=0$: $\theta=50$ K, $a=2500$ K².
- Mixed ring, $J_1/k_B=-100$ K, $J_2/k_B=100$ K: $\theta=0$, $a=5000$ K².

At 1000 K the leading formula for the AF ring predicts $\theta_{\rm app}=-50-2(2500)/1000=-55.0$ K; the tangent to the exact curve gives −55.4 K. With $C=4.7142\times10^{-6}$ m³ K/mol held fixed and $\chi=4.47874\times10^{-9}$ m³/mol, $T-C/\chi=-52.6$ K, against $-50-2500/1000=-52.5$ K.

Straight lines fitted to the exact $1/\chi$ over finite windows give these values of $\theta$, in kelvin:

| Window (K) | AF | F | Mixed |
|---|---|---|---|
| 100–300 | −97.3 | 30.5 | −51.4 |
| 300–600 | −64.2 | 40.1 | −21.7 |
| 2000–4000 | −51.8 | 48.3 | −3.5 |
| Exact | −50 | 50 | 0 |

In the lowest window the AF ring's $|\theta|$ is nearly doubled, and its fitted $C$ is 11.5% above the true value. This window starts at the exchange scale, where the leading formula is no longer a controlled estimate, but the bias still has the predicted sign. The mixed ring would be read as a net antiferromagnet with $\theta\approx-51$ K, although its couplings sum to zero.

The susceptibility of the AF ring has a broad maximum at 64.1 K. It is not a transition either, since the ring has none.

Adding the $a/T$ term to the fit in the 300–600 K window gives −48.49, 48.75 and −2.03 K for the three rings. The errors relative to the exact $\theta$ drop from 14.18, 9.94 and 21.66 K to 1.51, 1.25 and 2.03 K. They do not vanish, because the fit omits the terms of order $T^{-2}$ and beyond. A fitted $\theta$ should therefore be checked for stability as the window moves upward through temperatures well above the exchange scale. This rule applies to the spin susceptibility alone. Measured data also contain a temperature-independent part $\chi_0$ (core diamagnetism, Van Vleck terms). If it is not removed, $C/\chi\approx(T-\theta)-\chi_0(T-\theta)^2/C$, and the tangent intercept shifts by about $-\chi_0(T-\theta)^2/C$, a bias that grows with temperature. For the AF ring, $\chi_0=-1\times10^{-10}$ m³/mol moves the 300–600 K value from −64 K to −59 K and the 2000–4000 K value from −52 K to about +140 K. Stability at lower temperatures can mislead. An open chain of three spins ½ with $J/k_B=100$ K has $\bar j=\tfrac43J$ and $\theta=-33.3$ K, but near 10 K and below only its ground doublet is populated, so fits there give $\theta\approx0$ with one third of the true $C$. Even the high-temperature value determines only the signed sum of the couplings; the ordering temperature, if there is one, needs a separate measurement or calculation.

## Table of computed values

```
Molar Curie constant C (S=1/2, g=2): 4.7142e-06 m^3 K/mol
Star, 9 spins, J/k_B=100 K: theta = -44.44 K
Star: a = -802.5 K^2
AF ring: J1/k_B = 100 K, J2/k_B = 0 K
  exact theta = -50.00 K, a = 2500.0 K^2
  line 100-300 K: theta = -97.32 K, C_fit/C = 1.1153
  line 300-600 K: theta = -64.18 K, C_fit/C = 1.0157
  line 2000-4000 K: theta = -51.81 K, C_fit/C = 1.0003
  with a/T term, 300-600 K: theta = -48.49 K
F ring: J1/k_B = -100 K, J2/k_B = 0 K
  exact theta = 50.00 K, a = 2500.0 K^2
  line 100-300 K: theta = 30.52 K, C_fit/C = 1.0512
  line 300-600 K: theta = 40.06 K, C_fit/C = 1.0114
  line 2000-4000 K: theta = 48.28 K, C_fit/C = 1.0003
  with a/T term, 300-600 K: theta = 48.75 K
Mixed ring: J1/k_B = -100 K, J2/k_B = 100 K
  exact theta = 0.00 K, a = 5000.0 K^2
  line 100-300 K: theta = -51.41 K, C_fit/C = 1.1248
  line 300-600 K: theta = -21.66 K, C_fit/C = 1.0236
  line 2000-4000 K: theta = -3.47 K, C_fit/C = 1.0006
  with a/T term, 300-600 K: theta = -2.03 K
AF ring, tangent at 1000 K: theta_app = -55.401 K
  leading formula theta-2a/T = -55.000 K
  chi at 1000 K = 4.47874e-09 m^3/mol
  C held fixed: T-C/chi = -52.584 K
  leading formula theta-a/T = -52.500 K
AF ring: broad maximum of chi at T = 64.1 K
Fit 100-300 K, 10 minus 12 spins: -4.2e-04 K
Ising |J|/k_B = 100 K: exact T_c = 226.92 K
  Jx/k_B = -100 K, Jy/k_B = -100 K: theta = 400.0 K
    strip T_c = 227.49 K, mean-field T = 400.0 K
  Jx/k_B = -100 K, Jy/k_B = 100 K: theta = 0.0 K
    strip T_c = 227.49 K, mean-field T = 400.0 K
  Jx/k_B = 100 K, Jy/k_B = 100 K: theta = -400.0 K
    strip T_c = 227.49 K, mean-field T = 400.0 K
```
